**Anomalous scattering at an inverse-cube absorption edge**

For a cross-section falling as $\omega^{-3}$ above $\omega_K$, the sharp edge has $f'=g_K\ln|x^2-1|/x^2$, where $x=\omega/\omega_K$ and $g_K$ is the oscillator strength of the edge. A core-hole full width $\Gamma$ limits the dip to $g_K\ln(\Gamma/\omega_K)$ at leading order. The program asserts the single-oscillator response by integrating the equation of motion in time, and the oscillator sum rule from the absorbed power. It compares the sharp and damped closed forms with quadrature over the oscillators at selected frequencies. It also asserts the near-edge forms, the positive maximum, the small shift of the minimum and the Lorentzian average of the sharp result. For a model edge at 12 keV with $g_K=1.093$ and a width of 2 eV, the output gives $f'=-9.51$ electrons at the edge. Doubling or halving the width changes this depth by 0.76 electrons.

## Verification by program

```python
# Result under test: an absorption edge with cross-section
#   sigma(w) = sigma_K (w_K/w)^3 for w > w_K, zero below,
# has f' = g_K ln|x^2-1|/x^2, x = w/w_K, when the core hole is sharp.
# A core-hole full width Gamma (gamma = Gamma/w_K) cuts the dip off at
# f' = g_K ln(gamma) to leading order.
# g_K: oscillator strength of the edge. Time factor exp(-i w t);
# anomalous scattering factor F = f' - i f'', in electrons.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import lambertw

r_e = const.physical_constants["classical electron radius"][0]
hbar_c = const.hbar * const.c / const.e          # eV m
edge_eV = 12000.0
width_eV = 2.0
sigma_barn = 20000.0
sigma_edge = sigma_barn * 1e-28                  # m^2
gamma = width_eV / edge_eV
g_K = sigma_edge * edge_eV / (4 * np.pi**2 * r_e * hbar_c)


def piecewise(func, breaks):
    """Integrate func over consecutive intervals."""
    return sum(quad(func, a, b, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
               for a, b in zip(breaks[:-1], breaks[1:]))


# ---------- derived formulas, per unit g_K ----------
def sharp_formula(x):
    with np.errstate(divide="ignore"):
        return np.log(np.abs(x * x - 1)) / x**2


def damped_formula(x, gam):
    q = x + 1j * gam
    return -1j * gam / q + np.log(1 - x * x - 1j * gam * x) / q**2


# ---------- definitions, evaluated by quadrature ----------
def sharp_integral(x):
    def plain(y):
        return 2 / (y * (x - y) * (x + y))
    if x < 1:
        steps = [1 + 10.0**k for k in range(-7, 1)]
        return piecewise(plain, [1.0] + steps + [np.inf])
    near = quad(lambda y: -2 / (y * (y + x)), 1, 2 * x,
                weight="cauchy", wvar=x, epsabs=1e-11, limit=300)[0]
    return near + piecewise(plain, [2 * x, np.inf])


def damped_integral(x, gam):
    def density_times_response(y):
        return 2 / y**3 * (x * x / (x * x - y * y + 1j * gam * x) - 1)
    pts = {1.0, x + 1.0}
    for k in range(4):
        for s in (-1, 1):
            pts.add(x + s * gam * 10.0**k)
    pts.add(x)
    breaks = sorted(p for p in pts if p >= 1.0) + [np.inf]
    re = piecewise(lambda y: density_times_response(y).real, breaks)
    im = piecewise(lambda y: density_times_response(y).imag, breaks)
    return re + 1j * im


# Test: scattering factor of one damped oscillator from its motion in time
drive, damp = 1.3, 0.2
times = np.linspace(200, 205, 12)
motion = solve_ivp(
    lambda t, s: [s[1], -s[0] - damp * s[1] - np.cos(drive * t)],
    (0, 205), [0, 0], t_eval=times, rtol=1e-9, atol=1e-11)
accel = -motion.y[0] - damp * motion.y[1] - np.cos(drive * times)
one_osc = drive**2 / (drive**2 - 1 + 1j * damp * drive)
assert np.allclose(-accel, (one_osc * np.exp(-1j * drive * times)).real,
                   atol=1e-6)

# Test: absorbed power gives the optical theorem and the sum rule
w_s = edge_eV * const.e / const.hbar


def sigma_from_power(t, damping=0.05):
    w = t * w_s
    pos = -const.e / const.m_e / (w_s**2 - w**2 - 1j * damping * w_s * w)
    velocity = -1j * w * pos                     # unit field amplitude
    power = 0.5 * (-const.e * np.conj(velocity)).real
    return power / (0.5 * const.epsilon_0 * const.c)


t0 = 1.04
osc = t0**2 / (t0**2 - 1 + 0.05j * t0)
optical = 4 * np.pi * r_e * const.c * (-osc.imag) / (t0 * w_s)
assert abs(sigma_from_power(t0) / optical - 1) < 1e-7
unit = 2 * np.pi**2 * r_e * const.c / w_s
sum_rule = piecewise(lambda t: sigma_from_power(t) / unit,
                     [0, 0.5, 0.9, 1, 1.1, 2, np.inf])
assert abs(sum_rule - 1) < 1e-6

# Test: edge strength from the integrated cross-section
strength = piecewise(lambda y: sigma_edge / y**3 * w_s
                     / (2 * np.pi**2 * r_e * const.c) * 1.0, [1, 2, np.inf])
assert abs(strength / g_K - 1) < 1e-7

# Test: sharp edge, principal-value integral against closed form
for x in (0.01, 0.5, 0.9, 0.999, 1.01, 1.2, 2.0, 5.0):
    assert abs(sharp_integral(x) - sharp_formula(x)) < 1e-6
assert abs(sharp_integral(0.01) + 1) < 1e-3
assert abs(sharp_integral(np.sqrt(2))) < 1e-7
log_step = sharp_integral(1 - 1e-4) - sharp_integral(1 - 1e-5)
assert abs(log_step - np.log(10)) < 3e-3         # corrections ~ 1e-4 ln

# Test: position and height of the positive maximum above the edge
t_max = lambertw(np.exp(-1)).real
x_max = np.sqrt(1 + 1 / t_max)
peak = minimize_scalar(lambda x: -sharp_integral(x), bounds=(1.5, 3),
                       method="bounded", options={"xatol": 1e-6})
assert abs(peak.x - x_max) < 1e-3 and abs(-peak.fun - t_max) < 1e-7

# Test: damped edge, sum over oscillators against closed form
for x in (0.7, 1 - 10 * gamma, 1.0, 1 + gamma, 1 + 10 * gamma, 1.5):
    assert abs(damped_integral(x, gamma) - damped_formula(x, gamma)) < 1e-6
edge_exact = damped_integral(1.0, gamma)
edge_next = np.log(gamma) - np.pi * gamma
assert abs(edge_exact.real - edge_next) < 20 * gamma**2 * abs(np.log(gamma))
halving = edge_exact.real - damped_integral(1.0, gamma / 2).real
assert abs(halving - np.log(2)) < 4 * gamma

# Test: local logarithm and arctangent against the oscillator integral
detunings = np.array([-200., -20., -2., -1., 0., 1., 2., 20., 200.])
local_f1 = 0.5 * np.log((4 * detunings**2 + width_eV**2) / edge_eV**2)
local_f2 = np.pi / 2 + np.arctan(2 * detunings / width_eV)
for d, a, b in zip(detunings, local_f1, local_f2):
    exact = damped_integral(1 + d / edge_eV, gamma)
    # neglected terms are first order in detuning and width, times the log
    bound = 3 * (abs(d) / edge_eV + gamma) * (abs(a) + 3)
    assert abs(exact.real - a) < bound and abs(-exact.imag - b) < bound

# Test: the minimum of f' found by Newton iteration in high precision
mp.mp.dps = 40
gam_mp = mp.mpf(width_eV) / mp.mpf(edge_eV)


def real_part(offset):
    x = 1 + offset
    q = x + 1j * gam_mp
    return mp.re(-1j * gam_mp / q + mp.log(1 - x * q) / q**2)


offset = mp.mpf(0)
for _ in range(5):
    offset -= mp.diff(real_part, offset) / mp.diff(real_part, offset, 2)
shift_formula = -gamma**2 / 4 * (2 * np.log(1 / gamma) - 3)
assert mp.diff(real_part, offset, 2) > 0
assert abs(float(offset) / shift_formula - 1) < 0.01

# Test: Lorentzian average of the sharp f' has the same cutoff
half = gamma / 2


def averaged(d):
    y = 1 + d
    if y < 0.5:
        y = max(y, 1e-8)
        value = np.log1p(-y * y) / y**2
    else:
        value = np.log(abs(d * (2 + d))) / y**2
    weight = half / np.pi * (1 / (d * d + half**2)
                             + 1 / ((2 + d)**2 + half**2))
    return value * weight


cuts = [half * 10.0**k for k in range(-1, 4)]
average = piecewise(averaged, [-1.0] + [-c for c in cuts[::-1]] + [0.0]
                    + cuts + [2.0, np.inf])
z = 1 + 1j * half
assert abs(average - (np.log(1 - z * z) / z**2).real) < 1e-6
assert abs(average - np.log(gamma)) < 5 * gamma

# ---------- worked example ----------
print(f"threshold energy                  {edge_eV:.0f} eV")
print(f"cross-section just above edge     {sigma_barn:.0f} barn")
print(f"core-hole full width              {width_eV:.1f} eV")
print(f"relative width gamma              {gamma:.4e}")
print(f"ln(gamma)                         {np.log(gamma):.4f}")
print(f"oscillator strength g_K           {g_K:.4f}")
print(f"step of f'' at sharp edge         {np.pi * g_K:.4f} electrons")
print(f"f' at zero frequency              {-g_K:.4f} electrons")
print("detuning/eV, f' sharp, f' damped, f' local, f'' damped, f'' local"
      " (electrons)")
for d, a, b in zip(detunings, local_f1, local_f2):
    x = 1 + d / edge_eV
    F = g_K * damped_formula(x, gamma)
    print(f"{d:7.1f} {g_K * sharp_formula(x):9.4f} {F.real:9.4f} "
          f"{g_K * a:9.4f} {-F.imag:9.4f} {g_K * b:9.4f}")
print(f"edge f' by oscillator quadrature  {g_K * edge_exact.real:.4f}"
      " electrons")
print(f"edge f' from g_K ln(gamma)        {g_K * np.log(gamma):.4f}"
      " electrons")
print(f"edge f' with -pi gamma term       {g_K * edge_next:.4f} electrons")
print(f"edge f' by Lorentzian average     {g_K * average:.4f} electrons")
for w in (1.0, 2.0, 4.0):
    depth = g_K * damped_integral(1.0, w / edge_eV).real
    print(f"edge f' for width {w:.0f} eV            {depth:.4f} electrons")
print(f"g_K ln 2                          {g_K * np.log(2):.4f} electrons")
print(f"shift of minimum, numerical       {float(offset) * edge_eV:.3e} eV")
print(f"shift of minimum, formula         {shift_formula * edge_eV:.3e} eV")
print(f"zero of sharp f' above edge       {np.sqrt(2) * edge_eV:.0f} eV")
print(f"t solving t exp(t) = 1/e          {t_max:.5f}")
print(f"x at maximum of sharp f'          {x_max:.4f}")
print(f"energy at maximum of sharp f'     {x_max * edge_eV:.0f} eV")
print(f"maximum of sharp f'               {g_K * t_max:.4f} electrons")
print("OK")
```

Printed output:

```
threshold energy                  12000 eV
cross-section just above edge     20000 barn
core-hole full width              2.0 eV
relative width gamma              1.6667e-04
ln(gamma)                         -8.6995
oscillator strength g_K           1.0933
step of f'' at sharp edge         3.4347 electrons
f' at zero frequency              -1.0933 electrons
detuning/eV, f' sharp, f' damped, f' local, f'' damped, f'' local (electrons)
 -200.0   -3.8551   -3.8550   -3.7185    0.0045    0.0055
  -20.0   -6.2576   -6.2563   -6.2345    0.0528    0.0546
   -2.0   -8.7562   -8.6344   -8.6313    0.5043    0.5069
   -1.0   -9.5127   -9.1340   -9.1321    0.8559    0.8587
    0.0      -inf   -9.5116   -9.5110    1.7143    1.7173
    1.0   -9.5094   -9.1314   -9.1321    2.5727    2.5760
    2.0   -8.7502   -8.6292   -8.6313    2.9241    2.9278
   20.0   -6.2142   -6.2140   -6.2345    3.3669    3.3800
  200.0   -3.5888   -3.5899   -3.7185    3.3166    3.4292
edge f' by oscillator quadrature  -9.5116 electrons
edge f' from g_K ln(gamma)        -9.5110 electrons
edge f' with -pi gamma term       -9.5116 electrons
edge f' by Lorentzian average     -9.5113 electrons
edge f' for width 1 eV            -10.2691 electrons
edge f' for width 2 eV            -9.5116 electrons
edge f' for width 4 eV            -8.7544 electrons
g_K ln 2                          0.7578 electrons
shift of minimum, numerical       -1.200e-03 eV
shift of minimum, formula         -1.200e-03 eV
zero of sharp f' above edge       16971 eV
t solving t exp(t) = 1/e          0.27846
x at maximum of sharp f'          2.1427
energy at maximum of sharp f'     25712 eV
maximum of sharp f'               0.3044 electrons
OK
```
